\section*{A detuned Si-H bond in a chain: the localised vibrational state}

\section*{Problem}

Hydrogen bonded to silicon has a stretching vibration whose quantum is far larger than the thermal energy at room temperature. Neighbouring Si-H bonds exchange such quanta. Whether a quantum stays on one bond or wanders away matters for bond breaking by repeated vibrational excitation, because a bond must collect several quanta before it breaks.

Consider an infinite row of Si-H stretches, labelled by the integer $n$. One quantum costs the energy $e_0$ on every bond except bond $0$, where it costs $e_0+\Delta$. A quantum moves between nearest neighbours with the real transfer energy $J\neq0$, which is the same on every link. The number of quanta is conserved, and one quantum is present. Energies $E$ are measured from $e_0$.

\begin{enumerate}
\item[(a)] Find the band for $\Delta=0$. Show that for every real $\Delta\neq0$ there is exactly one localised state, that it lies at the distance $\sqrt{\Delta^2+4J^2}$ from the band centre, and determine on which side.
\item[(b)] Find the probability of finding the quantum on bond $0$ in this state, and how the state decays along the row. Examine strong and weak detuning.
\item[(c)] A quantum is placed on bond $0$ at time zero. With what probability is it there after a long time? Compare with the uniform row.
\item[(d)] The bonds are really oscillators coupled through their displacements, and such a coupling does not conserve the number of quanta. What replaces the result of (a) for harmonic oscillators of equal mass with equal coupling springs?
\item[(e)] Evaluate the results for $e_0=260$ meV, $J=0.10$ meV and $\Delta=-0.48$ meV, and judge what the model leaves out.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The localised state}

Let $a_n^\dagger$ create a quantum on bond $n$. The Hamiltonian, with $e_0$ times the number of quanta subtracted, is
\begin{equation}
H=\Delta\,a_0^\dagger a_0+J\sum_n\left(a_n^\dagger a_{n+1}+a_{n+1}^\dagger a_n\right).
\end{equation}
A one-quantum state is $\sum_n c_n a_n^\dagger|\mathrm{vac}\rangle$. Projecting $H|\psi\rangle=E|\psi\rangle$ on bond $n$ gives
\begin{equation}
E\,c_n=J(c_{n-1}+c_{n+1})+\Delta\,\delta_{n0}\,c_0 .
\label{eq:amp}
\end{equation}

\paragraph{Band.} For $\Delta=0$ the plane wave $c_n=e^{ikn}$ solves \eqref{eq:amp} with
\begin{equation}
E=J(e^{-ik}+e^{ik})=2J\cos k .
\end{equation}
The band extends from $-2|J|$ to $2|J|$, and its centre is $E=0$, the energy of an ordinary bond.

\paragraph{Solutions away from bond 0.} For $n\geq1$ the detuning is absent from \eqref{eq:amp}. The trial form $c_n=\lambda^n$ gives
\begin{equation}
E=J\left(\lambda+\frac1\lambda\right),\qquad\text{or}\qquad \lambda^2-\frac EJ\lambda+1=0 .
\label{eq:E}
\end{equation}
The product of the two roots is $1$. There are three cases.

If $|E|<2|J|$, the roots are $e^{\pm ik}$ and $c_n=Ae^{ikn}+Be^{-ikn}$. Two successive amplitudes determine $Ae^{ikn}$ and $Be^{-ikn}$ through a fixed invertible matrix. If $c_n$ tended to zero, both $A$ and $B$ would therefore vanish, so no nonzero solution is normalisable.

If $|E|=2|J|$, the roots coincide at $\lambda=\pm1$ and $c_n=(A+Bn)\lambda^n$, which is not normalisable either.

If $|E|>2|J|$, the roots are real, one with modulus below $1$ and the other above. Let $\lambda$ be the smaller one. Normalisability removes the growing solution, so $c_n=c_0\lambda^n$. This holds from $n=0$ on, because the equation for $n=1$ contains $c_0$. The left side obeys the same recurrence and shares $c_0$, so
\begin{equation}
c_n=c_0\,\lambda^{|n|},\qquad |\lambda|<1 .
\label{eq:state}
\end{equation}
Here $c_0\neq0$, since otherwise every amplitude would vanish.

\paragraph{Matching at bond 0.} Equation \eqref{eq:amp} at $n=0$, with $c_{\pm1}=\lambda c_0$, reads $E=\Delta+2J\lambda$. Inserting \eqref{eq:E} for $E$ gives
\begin{equation}
J\left(\frac1\lambda-\lambda\right)=\Delta .
\label{eq:D}
\end{equation}
Multiplication by $\lambda/J$ turns this into
\begin{equation}
\lambda^2+\frac{\Delta}{J}\lambda-1=0 .
\end{equation}
The discriminant $\Delta^2/J^2+4$ is positive, so both roots are real, and their product is $-1$. For $\Delta\neq0$ their sum $-\Delta/J$ is not zero, so they are not the pair $\pm1$, and exactly one has modulus below $1$. There is therefore exactly one localised state. For $\Delta=0$ the roots are $\pm1$ and there is none.

\paragraph{Energy.} The identity
\begin{equation}
\left(\frac1\lambda+\lambda\right)^2-\left(\frac1\lambda-\lambda\right)^2=4
\end{equation}
eliminates $\lambda$. Multiplied by $J^2$, its first term is $E^2$ by \eqref{eq:E} and its second is $\Delta^2$ by \eqref{eq:D}. Hence $E^2=\Delta^2+4J^2$. The sign follows from the ratio of \eqref{eq:E} to \eqref{eq:D},
\begin{equation}
\frac E\Delta=\frac{1+\lambda^2}{1-\lambda^2}>0 ,
\label{eq:ratio}
\end{equation}
so that
\begin{equation}
\boxed{E_b=\operatorname{sgn}(\Delta)\sqrt{\Delta^2+4J^2}} .
\label{eq:result}
\end{equation}
The state lies above the band for a stiffened bond and below it for a softened one, whatever the sign of $J$.

\paragraph{A second route.} Define $c(k)=\sum_n c_ne^{-ikn}$. Equation \eqref{eq:amp} becomes $(E-2J\cos k)\,c(k)=\Delta\,c_0$. Outside the band one may divide by the bracket. Recovering $c_0$ as the average of $c(k)$ over $k$ then gives
\begin{equation}
\frac1\Delta=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{dk}{E-2J\cos k}
=\frac{\operatorname{sgn}(E)}{\sqrt{E^2-4J^2}} .
\end{equation}
The signs of $E$ and $\Delta$ must agree, and squaring returns \eqref{eq:result}.

\subsection*{(b) Shape of the state}

Normalising \eqref{eq:state} requires the geometric sum
\begin{equation}
\sum_n\lambda^{2|n|}=1+\frac{2\lambda^2}{1-\lambda^2}=\frac{1+\lambda^2}{1-\lambda^2} .
\end{equation}
The probability on bond $0$ is the inverse of this sum. By \eqref{eq:ratio} it equals $\Delta/E_b$:
\begin{equation}
w=|c_0|^2=\frac{|\Delta|}{\sqrt{\Delta^2+4J^2}} .
\label{eq:w}
\end{equation}

For the decay, write $|\lambda|=e^{-\kappa}$ with $\kappa>0$. The modulus of \eqref{eq:D} is $2|J|\sinh\kappa=|\Delta|$, so
\begin{equation}
\kappa=\operatorname{arsinh}\frac{|\Delta|}{2|J|} .
\end{equation}
Equation \eqref{eq:D} also shows that $\lambda$ has the sign of $\Delta/J$. When this is negative, neighbouring bonds vibrate in antiphase.

\paragraph{Strong detuning, $|\Delta|\gg2|J|$.} Expanding the root gives
\begin{equation}
E_b\simeq\Delta+\frac{2J^2}{\Delta},\qquad w\simeq1-\frac{2J^2}{\Delta^2} .
\end{equation}
The shift $2J^2/\Delta$ is the second-order repulsion $J^2/\Delta$ from each of two neighbours. The quantum sits almost entirely on the detuned bond.

\paragraph{Weak detuning, $|\Delta|\ll2|J|$.} Now
\begin{equation}
|E_b|-2|J|\simeq\frac{\Delta^2}{4|J|},\qquad w\simeq\frac{|\Delta|}{2|J|},\qquad \kappa\simeq\frac{|\Delta|}{2|J|} .
\end{equation}
The state survives for arbitrarily small detuning, but its gap to the band closes quadratically, and its amplitude falls by a factor $e$ only over about $2|J|/|\Delta|$ bonds on either side. The distance from the band centre then tends to $2|J|$, not to zero.

\subsection*{(c) Does the quantum stay?}

The amplitude for remaining on bond $0$ is a sum over eigenstates, each contributing its probability on bond $0$ times its phase factor. The localised state contributes $w\,e^{-iE_bt/\hbar}$. The band states are needed as well.

States odd in $n$ vanish on bond $0$. The even ones have the form $c_n\propto\cos(k|n|+\varphi)$ with $0<k<\pi$ and $E=2J\cos k$. Equation \eqref{eq:amp} at $n=0$ requires
\begin{equation}
2J\cos k\cos\varphi=2J\cos(k+\varphi)+\Delta\cos\varphi .
\end{equation}
Expanding $\cos(k+\varphi)=\cos k\cos\varphi-\sin k\sin\varphi$ and cancelling the common term leaves
\begin{equation}
\tan\varphi=\frac{\Delta}{2J\sin k},\qquad
\cos^2\varphi=\frac{4J^2\sin^2k}{\Delta^2+4J^2\sin^2k} .
\end{equation}
In a long row of bonds $-N,\dots,N$ the squared norm of such a state is close to $N$, since $\cos^2$ averages to one half over $2N$ bonds. The allowed $k$ are spaced by about $\pi/N$. The sum over states of $\cos^2\varphi/N$ therefore becomes an integral, and the full amplitude is
\begin{equation}
A(t)=w\,e^{-iE_bt/\hbar}+\frac1\pi\int_0^\pi dk\,
\frac{4J^2\sin^2k}{\Delta^2+4J^2\sin^2k}\;e^{-2iJt\cos k/\hbar} .
\label{eq:A}
\end{equation}
At $t=0$ the integral can be done with
\begin{equation}
\frac1\pi\int_0^\pi\frac{\Delta^2\,dk}{\Delta^2+4J^2\sin^2k}=\frac{|\Delta|}{\sqrt{\Delta^2+4J^2}}=w ,
\end{equation}
so it equals $1-w$ and $A(0)=1$, as it must.

At late times the phases in the integral oscillate ever faster with $k$, and the integral tends to zero (the Riemann--Lebesgue lemma, after changing the variable from $k$ to $E$). What remains is
\begin{equation}
P(t)=|A(t)|^2\;\longrightarrow\;w^2=\frac{\Delta^2}{\Delta^2+4J^2} .
\end{equation}
One factor $w$ is the probability that the initial quantum enters the localised state. The other is the probability that this state is then found on bond $0$.

For $\Delta=0$ the first term of \eqref{eq:A} is absent and the fraction in the integrand is $1$. The integral is then the Bessel function $\mathcal J_0$ of order zero, and $P(t)=\mathcal J_0(2Jt/\hbar)^2$, which decays to zero. In a uniform row the quantum leaves its starting bond. At a detuned bond it remains bound with probability $w$, which is close to $1$ for strong detuning and small for weak detuning.

\subsection*{(d) Oscillators coupled through displacements}

Let each bond have the effective mass $m$ and frequency $\omega_n$, with coupling energy $Kx_nx_{n+1}$. A spring between neighbours also contributes terms in $x_n^2$, which are included in $\omega_n$. For ordinary bonds, $x_n=\sqrt{\hbar/2m\omega_0}\,(a_n+a_n^\dagger)$ turns the coupling into $J(a_n+a_n^\dagger)(a_{n+1}+a_{n+1}^\dagger)$ with
\begin{equation}
J=\frac{\hbar K}{2m\omega_0} .
\end{equation}
The model of (a) keeps the two terms that move a quantum and drops those that create or destroy a pair, which are off resonance by about $2e_0$. It also uses the same $J$ on the two links of bond $0$, where equal springs give $J\sqrt{e_0/(e_0+\Delta)}$.

The harmonic problem needs no such step. A normal mode of frequency $\Omega$ obeys
\begin{equation}
\Omega^2x_n=\omega_n^2x_n+\frac Km(x_{n-1}+x_{n+1}) .
\end{equation}
This is \eqref{eq:amp} with $E\to\Omega^2-\omega_0^2$, $\Delta\to\omega_{n=0}^2-\omega_0^2$, where $\omega_0$ is the frequency of an ordinary bond and $\omega_{n=0}$ that of bond $0$, and $J\to K/m$. After multiplication by $\hbar^2$ the coupling is $\hbar^2K/m=2Je_0$. The localised mode therefore has the quantum $e_0+E$ with
\begin{equation}
(e_0+E)^2-e_0^2=\operatorname{sgn}(\Delta)\sqrt{(2e_0\Delta+\Delta^2)^2+16J^2e_0^2} ,
\label{eq:full}
\end{equation}
provided all squared frequencies are positive. The square-root law thus holds for squared frequencies. When $|\Delta|$ and $|J|$ are much smaller than $e_0$, the left side is close to $2e_0E$ and the root to $2e_0\sqrt{\Delta^2+4J^2}$, which recovers \eqref{eq:result}.

\subsection*{(e) Numbers and their reach}

The parameters are rough typical values for a row of Si-H bonds on well-ordered, hydrogen-terminated silicon, with a spacing of about $0.38$ nm. Two parallel transition dipoles $\mu$ standing perpendicular to the row at distance $d$ interact with the energy $\mu^2/4\pi\varepsilon_0d^3$. A rough $\mu=0.1$ debye gives $0.11$ meV without screening, which supports the order of magnitude and the positive sign of $J$. The estimate grows as $\mu^2$, so a dipole larger by a third would raise it to about $0.2$ meV.

\paragraph{The localised state.} From \eqref{eq:result},
\begin{equation}
E_b=-\sqrt{0.48^2+4(0.10)^2}\ \text{meV}=-\sqrt{0.2704}\ \text{meV}=-0.52\ \text{meV} .
\end{equation}
The distance from the band centre is $0.52$ meV, or $4.2$ cm$^{-1}$. The band edge is at $-0.20$ meV, which leaves a gap of $0.32$ meV. The matching condition gives
\begin{equation}
\lambda=\frac{E_b-\Delta}{2J}=\frac{-0.52+0.48}{0.20}=-0.20 ,\qquad w=\frac{0.48}{0.52}=0.923 .
\end{equation}
Each nearest neighbour carries $w\lambda^2=0.037$, in antiphase with bond $0$.

The long-time survival probability is $w^2=0.852$. Numerical evolution of a finite row gives $0.852$ after $200$ ps, against $0.010$ for the uniform row with the same $J$, where $P$ oscillates between zero and about $0.01$ near that time. These figures describe undamped, coherent motion.

\paragraph{Corrections within an ordered surface.} Equation \eqref{eq:full} shifts the level by $-1.1\times10^{-4}$ meV, about $0.02\,\%$ of $0.52$ meV. Dipole coupling to all neighbours, falling as $1/d^3$, moves the level to $-0.518$ meV and the lower band edge to $-0.180$ meV. Coupling to other rows can matter more, depending on their arrangement and on the range of the coupling. On a square lattice with the same $\Delta$ and with $J$ between nearest neighbours only, the level is at $-0.566$ meV and the band edge at $-0.400$ meV. The gap is then $0.17$ meV, about half its value in the single row. This is an illustration and not an estimate for a real surface. On a triangular lattice, the arrangement of the bonds on Si(111), the same nearest-neighbour coupling puts the lower band edge at $-3J=-0.300$ meV instead and leaves a gap of about $0.27$ meV, so the size of the effect depends strongly on the arrangement.

\paragraph{Temperature.} At $300$ K the Boltzmann factor of one quantum is $4\times10^{-5}$, so taking a single quantum is reasonable. The linewidth is a stronger limit. With a rough value of $0.1$ meV the gap is only $3.2$ linewidths. A rough lifetime of $1000$ ps accounts for just $7\times10^{-4}$ meV of that width. If the rest is loss of phase, independent on each bond, coherence lasts for a time of order $\hbar/(0.1\ \text{meV})\approx7$ ps. The plateau at $0.85$ is then not a room-temperature prediction for $200$ ps, because incoherent hops, absent from this model, let the quantum escape.

\paragraph{More than one quantum.} A rough bond energy of $2.5$ eV is $9.6$ times $e_0$, so one localised quantum does not break the bond. The next quantum also meets a different energy. If a doubly excited bond is lowered by a rough anharmonic $9$ meV, the lowest two-quantum state lies above the one-quantum state by $e_0-9.44$ meV, instead of $e_0-0.52$ meV for harmonic bonds. The reduction of $9.44$ meV below $e_0$ is close to $9+0.48$ meV, less the $0.04$ meV by which coupling had already lowered the first level. Anharmonicity thus separates the second step from the band far more than the detuning does. The result of (a) describes the localised one-quantum state for coherent motion. It does not say where a quantum is found at room temperature once incoherent hops have set in, and it gives no breaking rate.

\paragraph{The oxide interface of a transistor.} Two assumptions fail there. First, the Si-H bonds that passivate defects are dilute, roughly $10^{12}$ to $10^{13}$ cm$^{-2}$, and hence, if placed at random, on average about $1.6$ to $5$ nm from their nearest neighbour. Ten times the present spacing reduces a dipolar $J$ a thousandfold, and the distance from the centre falls from $0.52$ meV to essentially $|\Delta|=0.48$ meV. Second, the amorphous surroundings give every bond its own energy. For a Gaussian spread of $1$ meV, a rough assumption, $63\,\%$ of the bonds are detuned by more than $0.48$ meV, so bond $0$ is no longer special. The participation number $1/\sum_n|c_n|^4$ measures how many bonds a state occupies. In a row of $401$ bonds with $J=0.10$ meV its mean is $268$ without disorder and $1.3$ in one random sample with it. A typical state is then confined to one or two bonds, by disorder and not by a single defect. Formula \eqref{eq:result} belongs to an ordered, densely hydrogenated row with one distinct bond. The numerical output below lists most of the values used here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
largest energy error in chain tests: 8.3e-17 meV
INPUTS (rough typical values)
one-quantum energy e0: 260 meV
transfer energy J: 0.10 meV
detuning Delta: -0.48 meV
bond spacing: 0.384 nm
transition dipole: 0.1 debye
unscreened dipole estimate of J: 0.110 meV
LOCALISED STATE
band half-width 2|J|: 0.20 meV
energy from band centre: -0.5200 meV
distance from band centre: 4.19 cm^-1
energy from Green-function pole: -0.5200 meV
gap to nearest band edge: 0.3200 meV
amplitude ratio lam: -0.2000
weight on detuned site: 0.9231
weight on each nearest neighbour: 0.0369
long-time survival weight^2: 0.8521
time of survival test: 200 ps
survival then, detuned site: 0.8520
survival then, uniform chain: 0.0096
NEGLECTED EFFECTS
full-oscillator shift of bound energy: -1.11e-04 meV
bound energy, all dipole neighbours: -0.5179 meV
lower band edge, all dipole neighbours: -0.1803 meV
bound energy, square lattice: -0.5663 meV
lower band edge, square lattice: -0.4000 meV
anharmonic lowering, rough input: 9 meV
second quantum minus e0, harmonic: -0.520 meV
second quantum minus e0, anharmonic: -9.444 meV
temperature: 300 K
thermal Boltzmann factor of one quantum: 4.3e-05
thermal linewidth, rough input: 0.1 meV
gap divided by linewidth: 3.2
lifetime, rough input: 1000 ps
lifetime broadening hbar/lifetime: 6.6e-04 meV
oxide-interface site spread, rough input: 1 meV
share of sites detuned beyond |Delta|: 0.63
chain length in disorder test: 401 sites
mean sites per state, uniform chain: 268
mean sites per state, disordered chain: 1.34
bond energy, rough input: 2.5 eV
bond energy divided by e0: 9.6
\end{verbatim}
